# Why a Born effective charge can exceed the nominal ionic charge

**Question.** In a partly covalent crystal the cation has given away fewer electrons than its nominal charge suggests. How can its displacement nevertheless produce a dipole larger than that of the full nominal charge?

**Answer.** The Born effective charge $Z^*$ measures a current, whereas the static charge counts electrons on a site. If the cation moves by $u$ and the dipole per cell changes by $dD$, then
$$Z^*=\frac{dD}{du}$$
at zero macroscopic electric field. In the simplest picture, part of this dipole comes from charge carried along with the ion, and the rest from electrons driven through the bonds because the hopping depends on bond length. A diatomic chain shows how large this second part can be.

## The mechanism in real space

Cations A and anions B alternate with period $a$ and bond length $d_0=a/2$. Each site has one orbital, with energy $+\Delta$ on A and $-\Delta$ on B. Two electrons per cell fill the lower band. Every core has charge $+1$, in units of the elementary charge $e$, so complete transfer to the anion gives nominal charges $+1$ and $-1$. The electrons are independent, and the position operator is diagonal in the site orbitals.

Let all cations move to the right by $u$. Each cation's right bond shortens and its hopping strengthens; its left bond lengthens and weakens.

Across the short bond, the right-hand anion shares more of its electron pair with the cation, so electrons move left. Across the long bond, the cation returns electrons to the left-hand anion, and these also move left. Negative charge flows against the cation's motion, which adds a positive term to $Z^*$.

The cation gains on one side what it loses on the other. Reflection about a cation of the undisplaced chain turns $u$ into $-u$ but leaves the electron number on the cation unchanged. That number is therefore even in $u$ and has no first-order change. A current flows although the static charges, to this order, stay as they were.

It is tempting to say that electrons move "from the long bond to the short bond". Seen from an anion this describes the bond flows correctly: they push its pair towards its short bond. The centre of the pair also follows the electrons carried along on the cation, so in total it moves by $(1-Z^*)u/2$, which is towards the short bond only when $Z^*>1$. Seen from a cation, the same words suggest that electrons follow it to the right, which is the wrong sign.

To put this in an equation, let $J_R$ and $J_L$ be the rightward electron flows through the right and left bonds of a cation, and let $q$ be its static charge. Then
$$\frac{dD}{dt}=q\,\dot u-\left(\frac a2-u\right)J_R-\left(\frac a2+u\right)J_L .$$
The minus signs come from the electron charge. The flows are proportional to $\dot u$, so at $u=0$ both bond lengths may be set to $a/2$.

## The Hamiltonian and the static charge

The hopping matrix element is $-t(d)$, with
$$t(d)=t_0\left(\frac{d_0}{d}\right)^n,\qquad \alpha=-\left.\frac{dt}{dd}\right|_{d_0}=\frac{nt_0}{d_0}=\frac{2nt_0}{a}.$$
To first order, $t_R=t_0+\delta$ and $t_L=t_0-\delta$, with $\delta=\alpha u$. The site levels may also shift with $u$, but by the same reflection their shifts are even and drop out here.

With $\theta=ka/2$, and Bloch phases taken at the undisplaced sites, the matrix element between A and B is
$$-(t_Re^{i\theta}+t_Le^{-i\theta})=-2t_0\cos\theta-2i\delta\sin\theta .$$
The upper right element of $\mathbf h\cdot\boldsymbol\sigma$ is $h_x-ih_y$. Hence $H_k=\mathbf h\cdot\boldsymbol\sigma$ with
$$\mathbf h=(-2t_0\cos\theta,\;2\delta\sin\theta,\;\Delta).$$
At $u=0$ its length is $E=\sqrt{\Delta^2+4t_0^2\cos^2\theta}$, and the smallest gap is $2\Delta$.

In the lower band the pseudospin $\mathbf S=\langle\boldsymbol\sigma\rangle$ equals $-\mathbf h/E$. The probability of finding an electron on A is $(1+S_z)/2$. Writing $\langle\cdots\rangle$ for the average over $k$ and counting two spins,
$$n_A=1-\left\langle\frac{\Delta}{E}\right\rangle,\qquad q=1-n_A=\Delta\left\langle\frac1E\right\rangle .$$
For $t_0>0$ this is less than one. Covalency lowers the static charge, so any excess must come from the current.

## The current caused by changing hopping

With $\hbar=1$, the pseudospin obeys $\dot{\mathbf S}=2\mathbf h\times\mathbf S$. For slow motion write $\mathbf S=-\hat{\mathbf h}+\mathbf s$, where $\hat{\mathbf h}=\mathbf h/|\mathbf h|$ and $\mathbf s$ is proportional to the speed. The first term does not precess. Since $\dot{\mathbf s}$ is of higher order in slowness,
$$-\frac{d\hat{\mathbf h}}{dt}=2\mathbf h\times\mathbf s .$$
The length of $\mathbf S$ is fixed, so $\mathbf s$ is perpendicular to $\mathbf h$ and $\mathbf h\times(\mathbf h\times\mathbf s)=-|\mathbf h|^2\mathbf s$. Taking the cross product of the equation with $\mathbf h$ gives
$$\mathbf s=\frac{1}{2|\mathbf h|^2}\,\mathbf h\times\frac{d\hat{\mathbf h}}{dt}=\frac{\mathbf h\times\dot{\mathbf h}}{2|\mathbf h|^3}.$$
In the last form, the part of $d\hat{\mathbf h}/dt$ due to the changing length of $\mathbf h$ is parallel to $\mathbf h$ and drops out.

The electron velocity is $v=\partial_k\mathbf h\cdot\mathbf S$. The part with $-\hat{\mathbf h}$ is $-\partial_k|\mathbf h|$, which averages to zero over the Brillouin zone. For the rest, at $u=0$,
$$\partial_k\mathbf h=(at_0\sin\theta,0,0),\qquad \dot{\mathbf h}=(0,2\alpha\dot u\sin\theta,0).$$
The $x$ component of $\mathbf h\times\dot{\mathbf h}$ is $-h_z\dot h_y=-2\Delta\alpha\dot u\sin\theta$, so
$$v=-at_0\Delta\alpha\dot u\,\frac{\sin^2\theta}{E^3}.$$
The sign confirms the real-space picture: electrons move against the cation. Two spins and the electron charge $-1$ give the bond-current part
$$Z_{\rm dyn}=2a\alpha t_0\Delta\left\langle\frac{\sin^2\theta}{E^3}\right\rangle .$$

This average can be tied to the strength of the bond. Because $dE/d\theta=-4t_0^2\sin\theta\cos\theta/E$,
$$\frac{d}{d\theta}\left(\frac{\sin\theta\cos\theta}{E}\right)=\frac{\cos^2\theta-\sin^2\theta}{E}+\frac{4t_0^2\sin^2\theta\cos^2\theta}{E^3}.$$
The left side averages to zero over a period. Therefore
$$\left\langle\frac{\cos^2\theta}{E}\right\rangle=\left\langle\frac{\sin^2\theta\,(E^2-4t_0^2\cos^2\theta)}{E^3}\right\rangle=\Delta^2\left\langle\frac{\sin^2\theta}{E^3}\right\rangle .$$

The bond order, summed over spin, is the average of $S_x\cos\theta-S_y\sin\theta$ for the right bond and of $S_x\cos\theta+S_y\sin\theta$ for the left. To first order in $u$ this gives
$$p_{R,L}=p\pm2\alpha u\left\langle\frac{\sin^2\theta}{E}\right\rangle,\qquad p=2t_0\left\langle\frac{\cos^2\theta}{E}\right\rangle .$$
The short bond gains the order that the long bond loses. Inserting $p$ and the identity into $Z_{\rm dyn}$,
$$\boxed{Z^*=q+\frac{a\alpha p}{\Delta}}$$
The extra charge needs both an existing covalent bond, $p$, and a hopping that changes with length, $\alpha$. If $\alpha=0$, then $Z^*=q<1$.

To first order the two bond flows are equal. If $N$ electrons cross each bond leftward, the dipole grows by $2N(a/2)=Na$. Equating this to $Z_{\rm dyn}u$ gives $N=\alpha pu/\Delta$.

## When the nominal charge is exceeded

Inserting $a\alpha=2nt_0$ and $4t_0^2\cos^2\theta=E^2-\Delta^2$,
$$Z_{\rm dyn}=\frac n\Delta\left\langle\frac{E^2-\Delta^2}{E}\right\rangle=n\left(\frac{\langle E\rangle}{\Delta}-q\right),$$
$$Z^*=(1-n)q+n\frac{\langle E\rangle}{\Delta}.$$
Thus $Z^*>1$ when $n>n_c$, where
$$n_c=\frac{1-q}{\langle E\rangle/\Delta-q}.$$
The Cauchy–Schwarz inequality gives $\langle E\rangle\langle1/E\rangle>1$ whenever $E$ varies with $k$, and hence $\langle E\rangle/\Delta>1/q$. It follows that
$$n_c<\frac{1-q}{1/q-q}=\frac{q}{1+q}<\frac12 .$$
In this model, an exponent of one half or more is sufficient at every nonzero $t_0/\Delta$. A flatter hopping law can leave $Z^*$ below nominal.

**Strongly ionic limit.** For $t_0\ll\Delta$, $E\approx\Delta+2t_0^2\cos^2\theta/\Delta$. Since $\langle\cos^2\theta\rangle=1/2$, we have $\langle E\rangle/\Delta\approx1+t_0^2/\Delta^2$ and $q\approx1-t_0^2/\Delta^2$. Thus
$$Z^*\approx1+(2n-1)\frac{t_0^2}{\Delta^2}.$$
Perturbation theory gives the same current. An anion orbital has amplitude $t/(2\Delta)$ on a neighbouring cation, so its two electrons place $t^2/(2\Delta^2)$ electrons there. Across the short bond this number grows by $t_0\alpha u/\Delta^2$, which equals $\alpha pu/\Delta$ because $p\approx t_0/\Delta$.

**Small-gap limit.** For $\Delta\ll t_0$, $\langle E\rangle\to2t_0\langle|\cos\theta|\rangle=4t_0/\pi$. The ratio $\Delta/E$ tends to zero except where $\cos\theta=0$, so $q\to0$, while
$$Z^*\to\frac{4nt_0}{\pi\Delta}.$$
The Born charge grows as the static charge vanishes. This is a slope at $u=0$. At the zone edge the displaced chain has $|\mathbf h|^2=\Delta^2+4\alpha^2u^2$, so the linear law needs $2\alpha u\ll\Delta$. The motion must also be slow compared with the gap frequency.

## A titanium–oxygen chain in numbers

Consider one π chain in the rough regime of a perovskite titanate: $a=0.40$ nm, $2\Delta=4$ eV, $t_0=1$ eV and $n=3.5$. The titanium d orbital is odd along the chain and the oxygen p orbital is even, so the right and left hoppings have opposite signs. Reversing the signs of both orbitals in every second cell removes this alternation without changing any site density or the dipole.

The slope is
$$\alpha=\frac{2(3.5)(1\ \mathrm{eV})}{0.40\ \mathrm{nm}}=17.5\ \mathrm{eV/nm}.$$
The band averages give $q=0.835$ and $p=0.381$. Hence
$$Z_{\rm dyn}=\frac{0.40\times17.5\times0.381}{2.0}\approx1.33,\qquad Z^*\approx2.17 .$$
The static charge lies 0.17 below nominal, but the current more than makes up for it.

Dipoles of finite open chains, computed without the band formula, give $+2.17$ when the cations move and $-2.17$ when the anions move. With the hopping held constant, a separate Wannier-centre calculation gives 0.835, the static charge.

With $n=3.5$ and $\Delta$ fixed, raising $t_0$ from 0.5 to 2 eV lowers $q$ from 0.95 to 0.64 and raises $Z^*$ from 1.35 to 4.27. With $t_0=1$ eV fixed, the threshold exponent is 0.43; $n=2$ gives $Z^*=1.60$.

Following the electrons in time shows where the first-order picture ends. For $u=0.001$ nm, in the adiabatic limit, $3.389\times10^{-3}$ electrons cross the right bond leftward and $3.286\times10^{-3}$ cross the left bond; the numerical time integration in the output lies about 0.06% below both values. The difference, $1.03\times10^{-4}$, is the second-order gain of electrons on the cation. At $u=0.00001$ nm the two flows agree to about 0.03%.

For a displacement of 0.01 nm, the linear formula sends $17.5\times0.381\times0.01/2.0\approx0.033$ electrons through each bond. With one chain per area $a^2$, the polarization is
$$P=\frac{Z^*eu}{a^3}\approx5.4\ \mu\mathrm{C/cm^2}.$$
The nominal charge would give 2.5 and the static charge 2.1 $\mu$C/cm². Keeping the full dependence on $u$ raises the linear result by 0.2%.

## What the model leaves out

First-principles calculations for barium titanate give titanium a Born charge of roughly 7, against a nominal 4. The chain's 2.17 should not be set beside that 7: the chain has a nominal charge of 1 and a single orbital per site, whereas the crystal has several coupled orbital paths. The model gap of 4 eV is also somewhat larger than the rough 3 eV of such titanates. The chain shows a mechanism for the excess and its sign, not its value in the crystal.

The largest of the neglected effects estimated here is exchange between neighbouring sites. In mean field, a Coulomb energy $V$ adds $V/2$ times the change in bond order to each hopping. The hopping asymmetry then satisfies
$$\delta=\alpha u+V\delta\left\langle\frac{\sin^2\theta}{E}\right\rangle,$$
so $Z_{\rm dyn}$ is divided by $1-V\langle\sin^2\theta/E\rangle$. A relative permittivity of 6 gives $V=1.2$ eV at the bond length and raises $Z^*$ to about 2.67. This is only a rough estimate, because a macroscopic permittivity describes screening poorly over a single bond; a value of 3 would give about 3.76. Here $V$ is held fixed during the displacement, and $t_0$ is taken to include the equilibrium exchange already. Letting $V$ vary as $1/d$, with the same $t(d)$, would raise the two values further, to about 2.79 and 4.14. All four values assume that the power law describes the hopping including its equilibrium exchange part. If it describes only the bare hopping $t_0-Vp/2$, with $V\propto1/d$, the values are about 2.37 and 2.80, so the size of this correction depends strongly on what the exponent $n$ is taken to mean.

An anion–anion hopping of magnitude 0.1 eV moves $Z^*$ to 2.14 or 2.20, depending on its sign. A position matrix element of 0.005 nm between neighbouring orbitals, with opposite signs on the two bonds when the orbital signs are chosen to make the hoppings equal, and held fixed during the displacement, changes it by 0.16, up or down according to the sign of the element. A dependence of this element on bond length would add a further first-order term, which can be of similar size and is left out here. Thermal carriers are negligible: their Boltzmann factor at 300 K is about $10^{-34}$.

Two conditions concern the meaning of the charges. The static charge depends on how electrons are assigned to orbitals, while $Z^*$ is defined by the current that flows. And $Z^*$ refers to zero macroscopic field: in a film whose surface charge is not compensated, the depolarizing field adds an electronic response of its own. Most of the values used above are collected in the numerical output below.

## Values computed for the example and the checks

```
period a = 0.40 nm, bond length d0 = 0.20 nm
level difference 2 Delta = 4.0 eV, hopping t0 = 1.0 eV
hopping exponent n = 3.5, slope alpha = 17.50 eV/nm
static cation charge q = 0.8346 e
electrons on the cation 1-q = 0.1654
bond order p = 0.3814
mean band energy ratio <E>/Delta = 1.2160
bond-current part of Born charge = 1.3348 e
Born charge, formula = 2.1695 e (nominal 1 e)
Born charge, Wannier centres = 2.1695 e
Born charge, open chains, cation moved = 2.1695 e
Born charge, open chains, anion moved = -2.1695 e
Born charge with constant hopping = 0.8346 e
threshold exponent for Z above nominal = 0.4336
time evolution to u = 0.00001 nm, electrons moved rightward:
  right bond -3.3355e-05, left bond -3.3344e-05
  formula for each bond -3.3371e-05
time evolution to u = 0.001 nm, electrons moved rightward:
  right bond -3.3868e-03, left bond -3.2838e-03
  left minus right 1.029e-04, gain of cation in open chain 1.030e-04
bond-order difference, short minus long, per u = 15.864 1/nm
scan of hopping at n = 3.5: t0 (eV), static charge (e), Born charge (e)
  0.25  0.9849  1.0918
  0.50  0.9450  1.3469
  1.00  0.8346  2.1695
  1.50  0.7289  3.1837
  2.00  0.6426  4.2650
scan of exponent at t0 = 1 eV: n, Born charge (e)
  0.5  1.0253
  1.0  1.2160
  2.0  1.5974
  3.5  2.1695
small gap, 2 Delta = 0.04 eV: Born charge = 222.8 e, static charge = 0.0381 e
displacement u = 0.010 nm, electrons through each bond (linear) = 0.0334
polarization from nominal charge = 2.503 uC/cm2
polarization from static charge = 2.089 uC/cm2
polarization from Born charge = 5.431 uC/cm2
polarization at full finite u = 5.441 uC/cm2 (+0.18 % against linear)
neglected exchange: relative permittivity 6, V = 1.200 eV, Born charge becomes 2.668 e
neglected anion-anion hopping +0.1 / -0.1 eV: Born charge 2.141 / 2.204 e
neglected position element 0.005 nm: change of Born charge up to 0.159 e, either sign
thermal carrier factor exp(-gap/2kT) at 300 K: 10^(-33.6)
```
